**Murphy–Good temperature-field factors against the full emission integral**

The program studies field emission, $J=Cd^2e^{-G_F}\,\pi p/\sin\pi p$ with $p=kT/d$, and Schottky emission, $J=C(kT)^2e^{-V_m/kT}\,\pi q/\sin\pi q$ with $q=c/kT$. Here $G$ is the barrier exponent as a function of depth $h=\phi-E$, $G_F$ its value at the Fermi level, $1/d$ and $1/c$ its slopes at the Fermi level and at the barrier top, $V_m$ the height of the top, and $C=em/(2\pi^2\hbar^3)$. It asserts that the elliptic formulas for $G$ and its derivatives agree with direct quadrature and finite differences, and that the parabolic transmission agrees with an integrated Schrödinger equation. It also asserts the supply function, the key integral and the tail weights against numerical integrals. The first-order loss formulas are tested by requiring the remainder to fall by a factor between 3 and 6 when the small parameter is halved; the output gives 3.69 and 3.48. For a work function of 4.50 eV, the formulas exceed the full integral by 1 to 6 percent in the first three cases of each series. They exceed it by 49 percent at 4 V/nm and 1800 K and by 27 percent at 0.5 V/nm and 700 K, although $p$ and $q$ are still below 1. The reference integral uses the semiclassical transmission $1/(1+e^G)$ and omits reflection at the metal edge.

## Numerical verification

```python
# Thermal-field emission through the image-rounded barrier of a planar metal.
# Results under test (E = normal energy from the Fermi level, f = e*field):
#   field regime:    J = C d^2 exp(-G_F) * pi p/sin(pi p),       p = kT/d
#   Schottky regime: J = C (kT)^2 exp(-Vm/kT) * pi q/sin(pi q),  q = c/kT
# G(h) = barrier exponent at depth h = phi - E; 1/d = G'(phi); 1/c = G'(Delta);
# Delta = barrier lowering; Vm = phi - Delta; C = e m/(2 pi^2 hbar^3).
# The reference current integrates supply times 1/(1+exp G) without expansion.
# Internal units: eV, nm, K; current density in A/m^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk, expit

H2M = sc.hbar**2 / (sc.m_e * sc.e) * 1e18          # hbar^2/m, eV nm^2
IMAGE = sc.e / (16 * np.pi * sc.epsilon_0) * 1e9   # image constant B, eV nm
KB = sc.k / sc.e                                   # eV/K
C = sc.e**3 * sc.m_e / (2 * np.pi**2 * sc.hbar**3) # A m^-2 eV^-2
ROOT = np.sqrt(2 / H2M)                            # sqrt(2m)/hbar
PHI = 4.50


def lowering(f):
    return 2 * np.sqrt(IMAGE * f)


def turning_points(h, f):
    x2 = (h + np.sqrt(h * h - 4 * IMAGE * f)) / (2 * f)
    return IMAGE / (f * x2), x2


def exponent(h, f):
    x1, x2 = turning_points(h, f)
    mu = 1 - x1 / x2
    return 4 / 3 * ROOT * np.sqrt(x2 / f) * (h * ellipe(mu) - 2 * f * x1 * ellipk(mu))


def slope(h, f):
    x1, x2 = turning_points(h, f)
    return 2 * ROOT * np.sqrt(x2 / f) * ellipe(1 - x1 / x2)


def curvature(h, f):
    x1, x2 = turning_points(h, f)
    e, k = ellipe(1 - x1 / x2), ellipk(1 - x1 / x2)
    gap = x2 - x1
    return 2 * ROOT * np.sqrt(x2 / f) / (f * gap) * (e / 2 - x1 * (k - e) / gap)


def top_width(f):
    return np.sqrt(H2M) * f / (np.pi * np.sqrt(lowering(f)))


def exponent_direct(h, f):
    """Quadrature of 2 sqrt(2m(V-E))/hbar between the turning points."""
    x1, x2 = np.sort(np.roots([f, -h, IMAGE]).real)
    mid, half = (x1 + x2) / 2, (x2 - x1) / 2

    def integrand(a):
        x = mid + half * np.sin(a)
        return np.sqrt(max(h - f * x - IMAGE / x, 0)) * half * np.cos(a)
    return 2 * ROOT * quad(integrand, -np.pi / 2, np.pi / 2,
                           epsabs=1e-11, epsrel=1e-11, limit=300)[0]


ANGLE = 2 * np.pi * np.arange(300) / 300


def exponent_continued(h, f):
    """Same integral in an angle variable; analytic through the barrier top."""
    h = np.atleast_1d(h).astype(float)
    r2 = (h * h - lowering(f)**2) / (4 * f * f)
    r = np.sqrt(r2.astype(complex))
    x = (h / (2 * f))[:, None] + r[:, None] * np.sin(ANGLE)
    mean = np.mean(np.cos(ANGLE)**2 / np.sqrt(x), axis=1).real
    return 2 * ROOT * np.sqrt(f) * r2 * np.pi * mean


def full_emission(f, kt):
    """Energy grid, integrand and current density without expansions."""
    vm = PHI - lowering(f)
    energy = np.linspace(-40 / slope(PHI, f), vm + 40 * kt, 4000)
    # far above the top D is 1 to good accuracy, so G is frozen there
    depth = np.maximum(PHI - energy, 0.1 * lowering(f))
    transmission = expit(-exponent_continued(depth, f))
    density = C * kt * np.logaddexp(0, -energy / kt) * transmission
    return energy, density, np.sum(density) * (energy[1] - energy[0])


def factor(p):
    return np.pi * p / np.sin(np.pi * p)


def field_current(f, kt):
    d = 1 / slope(PHI, f)
    return C * d**2 * np.exp(-exponent(PHI, f)) * factor(kt / d)


def schottky_current(f, kt):
    vm = PHI - lowering(f)
    return C * kt**2 * np.exp(-vm / kt) * factor(top_width(f) / kt)


def field_loss(f, kt):
    d = 1 / slope(PHI, f)
    t = np.pi * kt / d
    cot, csc2 = 1 / np.tan(t), 1 / np.sin(t)**2
    return curvature(PHI, f) * d**2 / 2 * (2 + 2 * t * cot + t * t * (csc2 + cot**2))


def schottky_loss(f, kt):
    c = top_width(f)
    q = c / kt
    t = np.pi * q
    cot, csc2 = 1 / np.tan(t), 1 / np.sin(t)**2
    return 3 * c / (16 * lowering(f)) * q * np.pi**2 * (csc2 + cot**2 - 2 * cot / t)


def field_tail(p, vm_over_kt):
    return p * np.sin(np.pi * p) / (np.pi * (1 - p)) * np.exp(-(1 - p) * vm_over_kt)


def schottky_tail(q, vm_over_c):
    return np.sin(np.pi * q) / (np.pi * (1 - q)) * np.exp(-(1 - q) * vm_over_c)


# Supply: integrate the Fermi function over transverse wave number.
for energy, kt in ((-0.2, 0.1), (0.15, 0.1)):
    flux = quad(lambda k: k * expit(-(energy + H2M * k * k / 2) / kt), 0, 15,
                limit=300)[0] / (2 * np.pi**2)
    closed = kt * np.log1p(np.exp(-energy / kt)) / (2 * np.pi**2 * H2M)
    assert abs(flux / closed - 1) < 1e-7

# Barrier exponent and its derivatives against direct quadrature.
for h, f in ((4.5, 4.0), (4.5, 0.5), (3.0, 2.0), (6.0, 5.0)):
    step = 0.02 * h
    low, mid, high = (exponent_direct(h + s, f) for s in (-step, 0, step))
    assert abs(exponent(h, f) / mid - 1) < 1e-7
    assert abs(exponent_continued(h, f)[0] / mid - 1) < 1e-7
    assert abs(slope(h, f) / ((high - low) / (2 * step)) - 1) < 5e-4
    assert abs(curvature(h, f) / ((high - 2 * mid + low) / step**2) - 1) < 1e-3

# Slope and curvature at the barrier top, differences taken across the top.
for f in (0.5, 4.0):
    top, c = lowering(f), top_width(f)
    step = 0.01 * top
    low, mid, high = exponent_continued(np.array([top - step, top, top + step]), f)
    assert abs((high - low) / (2 * step) * c - 1) < 1e-3
    assert abs((high - 2 * mid + low) / step**2 * 8 * c * top / 3 - 1) < 2e-3
    depths = np.linspace(1.01 * top, 12 * top, 300)
    assert np.all(curvature(depths, f) > 0) and 1 / slope(PHI, f) < c

# Inverted parabola psi'' + (a + x^2) psi = 0, for which G = -pi a.
for a in (-0.5, 0.0, 0.4):
    edge = 12.0
    k = np.sqrt(a + edge**2)
    k_rel = edge / (2 * k * k)                     # k'/(2k) at +edge
    start = np.array([1 / np.sqrt(k), (1j * k - k_rel) / np.sqrt(k)], complex)
    end = solve_ivp(lambda x, y: [y[1], -(a + x * x) * y[0]], (edge, -edge), start,
                    method="DOP853", rtol=1e-9, atol=1e-11).y[:, -1]
    incoming = np.sqrt(k) / 2 * (end[0] + (end[1] - k_rel * end[0]) / (1j * k))
    assert abs(1 / abs(incoming)**2 - 1 / (1 + np.exp(-np.pi * a))) < 1e-3

# Key integral, and both regimes' integrals with the linear exponent.
u = np.arange(-400, 400, 0.1)
for p in (0.15, 0.5, 0.85):
    key = np.sum(np.exp(p * u) * expit(-u)) * 0.1
    assert abs(key * np.sin(np.pi * p) / np.pi - 1) < 1e-8
    linear_field = np.sum(np.logaddexp(0, -u) * np.exp(p * u)) * 0.1
    assert abs(linear_field * p * p / factor(p) - 1) < 1e-8

# Weight of the tails that leave each formula's range.
p = 0.7
upper = quad(lambda s: np.log1p(np.exp(-s)) * np.exp(p * s), 15, 150, limit=300)[0]
total = np.sum(np.logaddexp(0, -u) * np.exp(p * u)) * 0.1
assert abs(upper / total / field_tail(p, 15) - 1) < 1e-4
lower = quad(lambda s: np.exp(p * s) * expit(-s), 12, 150, limit=300)[0]
total = np.sum(np.exp(p * u) * expit(-u)) * 0.1
assert abs(lower / total / schottky_tail(p, 12) - 1) < 1e-4

# After removing the first-order loss only a second-order remainder may stay:
# halving the small parameter (d/phi or c/Delta) must cut it about fourfold.
rest = []
for f in (1.0, 0.5):
    kt = 0.4 / slope(PHI, f)
    rest.append(full_emission(f, kt)[2] / field_current(f, kt) - 1 + field_loss(f, kt))
field_scaling = rest[0] / rest[1]
assert 3 < field_scaling < 6, rest
rest = []
for f in (0.8, 0.05):
    kt = top_width(f) / 0.4
    rest.append(full_emission(f, kt)[2] / schottky_current(f, kt) - 1
                + schottky_loss(f, kt))
schottky_scaling = rest[0] / rest[1]
assert 3 < schottky_scaling < 6, rest

# Worked example.
print(f"work function = {PHI:.2f} eV")
print(f"image constant B = {IMAGE:.5f} eV nm; hbar^2/m = {H2M:.6f} eV nm^2")
print(f"prefactor C = {C:.5e} A m^-2 eV^-2; C k^2 = {C*KB**2:.5e} A m^-2 K^-2")
print(f"remainder ratio on halving small parameter: field {field_scaling:.2f},"
      f" Schottky {schottky_scaling:.2f}")
cases = (("field", 4.0, (300, 1000, 1400, 1800), field_current, field_loss),
         ("Schottky", 0.5, (2000, 1500, 1000, 700), schottky_current, schottky_loss))
for name, f, temperatures, formula, loss in cases:
    d, c, vm = 1 / slope(PHI, f), top_width(f), PHI - lowering(f)
    print(f"--- {name} regime, F = {f:.1f} V/nm")
    print(f"Delta = {lowering(f):.4f} eV; barrier top Vm = {vm:.4f} eV")
    print(f"G_F = {exponent(PHI, f):.4f}; G''(phi) = {curvature(PHI, f):.4f} eV^-2")
    print(f"d = {d:.5f} eV, d/k = {d/KB:.1f} K; c = {c:.5f} eV, c/k = {c/KB:.1f} K")
    if name == "field":
        print(f"zero-temperature formula J = {C*d*d*np.exp(-exponent(PHI, f)):.4e} A/m^2")
    for i, temperature in enumerate(temperatures):
        kt = KB * temperature
        ratio = kt / d if name == "field" else c / kt
        tail = field_tail(ratio, vm / kt) if name == "field" else schottky_tail(ratio, vm / c)
        approx, full = formula(f, kt), full_emission(f, kt)[2]
        print(f"T = {temperature} K: {'p' if name == 'field' else 'q'} = {ratio:.4f},"
              f" factor = {factor(ratio):.4f}, tail weight = {tail:.1e}")
        print(f"  J formula = {approx:.4e}, J full = {full:.4e} A/m^2,"
              f" formula/full = {approx/full:.4f}, first-order loss = {loss(f, kt):.4f}")
        if i < 3:
            assert abs(approx / full - 1) < 0.12
        else:
            assert approx / full > 1.15
    if name == "field":
        limit = brentq(lambda s: loss(f, s * d) - 0.1, 0.5, 0.97) * d
    else:
        limit = c / brentq(lambda s: loss(f, c / s) - 0.1, 0.3, 0.95)
    actual = 1 - full_emission(f, limit)[2] / formula(f, limit)
    assert 0.05 < actual < 0.12
    edge_ratio = limit / d if name == "field" else c / limit
    print(f"10% first-order loss at T = {limit/KB:.0f} K"
          f" (p or q = {edge_ratio:.3f}); actual loss = {actual:.4f}")

# Between the regimes the emission peak lies where G'(h) = 1/kT.
f, temperature = 0.5, 400
kt = KB * temperature
assert 1 / slope(PHI, f) < kt < top_width(f)
energy, density, current = full_emission(f, kt)
peak = energy[np.argmax(density)]
predicted = PHI - brentq(lambda h: slope(h, f) - 1 / kt, 1.001 * lowering(f), PHI)
assert abs(peak - predicted) < 0.005
print(f"--- gap between regimes, F = {f:.1f} V/nm, T = {temperature} K, kT = {kt:.5f} eV")
print(f"peak energy: grid {peak:.3f} eV, from slope condition {predicted:.3f} eV")
print(f"J full = {current:.3e} A/m^2")
print("OK")
```

Printed output:

```
work function = 4.50 eV
image constant B = 0.35999 eV nm; hbar^2/m = 0.076200 eV nm^2
prefactor C = 1.61831e+14 A m^-2 eV^-2; C k^2 = 1.20173e+06 A m^-2 K^-2
remainder ratio on halving small parameter: field 3.69, Schottky 3.48
--- field regime, F = 4.0 V/nm
Delta = 2.4000 eV; barrier top Vm = 2.1000 eV
G_F = 10.6580; G''(phi) = 0.5517 eV^-2
d = 0.17559 eV, d/k = 2037.6 K; c = 0.22687 eV, c/k = 2632.8 K
zero-temperature formula J = 1.1731e+08 A/m^2
T = 300 K: p = 0.1472, factor = 1.0366, tail weight = 2.0e-32
  J formula = 1.2160e+08, J full = 1.1616e+08 A/m^2, formula/full = 1.0468, first-order loss = 0.0492
T = 1000 K: p = 0.4908, factor = 1.5424, tail weight = 1.3e-06
  J formula = 1.8094e+08, J full = 1.7463e+08 A/m^2, formula/full = 1.0361, first-order loss = 0.0380
T = 1400 K: p = 0.6871, factor = 2.5937, tail weight = 2.5e-03
  J formula = 3.0427e+08, J full = 2.8621e+08 A/m^2, formula/full = 1.0631, first-order loss = 0.0673
T = 1800 K: p = 0.8834, factor = 7.7473, tail weight = 1.8e-01
  J formula = 9.0884e+08, J full = 6.1025e+08 A/m^2, formula/full = 1.4893, first-order loss = 0.8493
10% first-order loss at T = 1494 K (p or q = 0.733); actual loss = 0.0827
--- Schottky regime, F = 0.5 V/nm
Delta = 0.8485 eV; barrier top Vm = 3.6515 eV
G_F = 123.0148; G''(phi) = 4.7241 eV^-2
d = 0.02277 eV, d/k = 264.3 K; c = 0.04769 eV, c/k = 553.5 K
T = 2000 K: q = 0.2767, factor = 1.1380, tail weight = 3.0e-25
  J formula = 3.4411e+03, J full = 3.3980e+03 A/m^2, formula/full = 1.0127, first-order loss = 0.0139
T = 1500 K: q = 0.3690, factor = 1.2648, tail weight = 4.8e-22
  J formula = 1.8432e+00, J full = 1.8049e+00 A/m^2, formula/full = 1.0212, first-order loss = 0.0241
T = 1000 K: q = 0.5535, factor = 1.7636, tail weight = 1.0e-15
  J formula = 8.3858e-07, J full = 7.9244e-07 A/m^2, formula/full = 1.0582, first-order loss = 0.0721
T = 700 K: q = 0.7907, factor = 4.0638, tail weight = 1.0e-07
  J formula = 1.2286e-14, J full = 9.6806e-15 A/m^2, formula/full = 1.2692, first-order loss = 0.4438
10% first-order loss at T = 916 K (p or q = 0.604); actual loss = 0.0723
--- gap between regimes, F = 0.5 V/nm, T = 400 K, kT = 0.03447 eV
peak energy: grid 2.641 eV, from slope condition 2.642 eV
J full = 2.487e-32 A/m^2
OK
```
